# Pair creation in a focused standing wave: the one-pair intensity

A simulation of two colliding laser pulses needs a decision before it starts: must it contain a source term for electron–positron pairs created from the vacuum, or may that term be dropped? The answer depends on the intensity at which the mean number of such pairs per pulse, $N$, reaches one. Comparing the laser field with the critical field

$$E_c=\frac{m^2c^3}{e\hbar}=1.323\times10^{18}\ \mathrm{V/m}$$

and dropping the term whenever the field is well below $E_c$ would give the wrong answer over a wide range of intensities.

Intensity needs a convention. Here a field amplitude $E$ is assigned $I=\tfrac12c\varepsilon_0E^2$, the cycle-averaged intensity of a travelling wave of that amplitude. The critical intensity is then $I_c=2.32\times10^{29}\ \mathrm{W/cm^2}$. Two equal beams of amplitude $E_0$ produce a standing wave with peak field $E_p=2E_0$. The intensity assigned to the peak field is $I_p$, and each beam carries $I_p/4$. It is $I_p$ that lies about two orders below $I_c$ at threshold; the intensity of one beam lies nearly three orders below.

Hartree atomic units are unnatural for this problem. Fields are measured against $E_c$ and lengths against the reduced Compton length $ƛ=\hbar/mc=386\ \mathrm{fm}$.

## The estimate on an envelope

Pair creation in a field $E$ is suppressed by $e^{-\pi E_c/E}$. Define

$$x=\frac{\pi E_c}{E_p},\qquad \frac{I_p}{I_c}=\Big(\frac{\pi}{x}\Big)^2 .$$

At the critical field $x=\pi$. The natural scale of the rate is one event per Compton four-volume $ƛ^4$ (volume times $c$ times time), multiplied by the exponential. A focus of waist $w$ and pulse length $c\tau$ holds roughly

$$G=\frac{w^2(c\tau)^2}{2ƛ^4}$$

such four-volumes. The factor $\tfrac12$ anticipates the derivation and has no weight here. For $w=2\ \mu$m and $\tau=10$ fs, so that $c\tau=2.998\ \mu$m, $G=8.08\times10^{26}$.

The crudest condition for one pair is $Ge^{-x}=1$, or $x=\ln G=62$. It gives $I_p/I_c=(\pi/62)^2\approx1/390$.

This overrates the source, because only a small part of the focus works at the peak field. If the exponent is $-x(1+q)$, with $q$ growing quadratically away from a field maximum, only $q\lesssim1/x$ contributes. Each direction is then narrowed by $x^{-1/2}$. The four directions of the pulse envelope give $x^{-2}$, the two oscillating phases, in space and in time, give another $x^{-1}$, and the rate has a prefactor $(E/E_c)^2\propto x^{-2}$. Together,

$$N\sim Gx^{-5}e^{-x},\qquad x\approx\ln G-5\ln x .$$

Iterating from $x=62$ gives $41$, then $43$, and it settles there. So $I_p/I_c\approx(\pi/43)^2\approx1/190$. What remains is to show that the coefficient is one and to find the size of the corrections.

## The local rate

In this section $\hbar=c=1$. Take a constant electric field along the third axis. The kinetic momentum along it is $p(t)=Ft$, with $F=eE$ and time counted from the moment when $p$ vanishes. The Dirac Hamiltonian is

$$H=p(t)\,\alpha_3+(\boldsymbol\alpha_\perp\!\cdot\mathbf p_\perp+\beta m).$$

The bracket anticommutes with $\alpha_3$ and has square $M^2=m^2+p_\perp^2$. The four components therefore separate into two identical two-level problems, one for each spin state:

$$i\dot a=Ft\,a+Mb,\qquad i\dot b=Ma-Ft\,b .$$

Differentiate the first equation, replace $\dot b$ by the second, and replace $Mb$ by $i\dot a-Ft\,a$. The terms in $\dot a$ cancel, leaving

$$\ddot a+(F^2t^2+M^2+iF)\,a=0 .$$

For large $|t|$ try $a=e^{-iFt^2/2}t^\nu$. The terms of order $t^0$ give $-2iF\nu-iF+M^2+iF=0$, so $\nu=-iM^2/2F$. The other solution behaves as $e^{+iFt^2/2}t^{-1+iM^2/2F}$ and vanishes at large $|t|$.

At $t\to-\infty$ the component $a$ has energy $Ft<0$: it is the filled negative-energy state. At $t\to+\infty$ the same component has positive energy. The pair probability is thus the probability of remaining in $a$.

To connect the two ends, put $t=|t|e^{i\theta}$ and go through the upper half-plane from $\theta=\pi$ to $\theta=0$. The modulus of $e^{-iFt^2/2}$ is $\exp(\tfrac12F|t|^2\sin2\theta)$, which decays for $\pi/2<\theta<\pi$ and grows for $0<\theta<\pi/2$. A solution that decays in one sector keeps its leading form across the next, up to its far edge. The second solution can appear at that edge, but it carries the factor $1/t$ and drops out of $a$. The modulus therefore changes only through $t^\nu$, which loses the factor $e^{i\pi\nu}$:

$$\Big|\frac{a(+\infty)}{a(-\infty)}\Big|=|e^{-i\pi\nu}|=e^{-\pi M^2/2F},\qquad P=e^{-\pi(m^2+p_\perp^2)/F}.$$

Now count modes. In unit time, momenta in a range $F$ pass through $p=0$, and the density of states is $d^3p/(2\pi)^3$ for each of two spins. The number of pairs per volume and time is

$$n=2\,\frac{F}{2\pi}\int\!\frac{d^2p_\perp}{(2\pi)^2}\,e^{-\pi(m^2+p_\perp^2)/F}=\frac{F^2}{4\pi^3}\,e^{-\pi m^2/F},$$

because the Gaussian integral $\int d^2p_\perp e^{-\pi p_\perp^2/F}$ equals $F$. With $F/m^2=E/E_c$ and constants restored, the number per volume and per length $c\,dt$ is

$$n=\frac{1}{4\pi^3ƛ^4}\Big(\frac{E}{E_c}\Big)^2e^{-\pi E_c/E}. \tag{1}$$

Evolving the two-level problem numerically and summing over $p_\perp$ reproduces this rate to about $0.01\%$ at $E=E_c$.

A magnetic field perpendicular to $\mathbf E$ is handled by a boost. If $E>cB$, there is a frame with no magnetic field and electric field

$$\epsilon=\sqrt{E^2-c^2B^2}.$$

The number of pairs per four-volume is invariant, so (1) holds with $E\to\epsilon$. If $E<cB$, a boost removes the electric field instead, and the local rate is zero.

Using (1) point by point requires the field to change little while a pair forms. The electric force supplies the energy $mc^2$ over the formation length $mc^2/eE_p=ƛE_c/E_p$. The corresponding ratio for the oscillation is

$$\gamma=\frac{\hbar\omega}{mc^2}\,\frac{E_c}{E_p}.$$

In a test pulse $E_c/\cosh^2(\Omega t)$, with $\Omega$ in place of $\omega$ and peak field $E_c$, and counting only the modes with $p_\perp=0$, the evolved number of pairs exceeds the local sum over the same modes by $1.7\%$ at $\gamma=0.1$ and by $7.0\%$ at $\gamma=0.2$. The error grows as $\gamma^2$.

## The field that enters the rate

Let two waves with the same linear polarisation travel in opposite directions:

$$E=f(t-z/c)+g(t+z/c),\qquad cB=f(t-z/c)-g(t+z/c).$$

The relative minus sign follows from the reversed direction of propagation. Therefore

$$E^2-c^2B^2=(f+g)^2-(f-g)^2=4fg .$$

A single plane wave has $g=0$ and $\epsilon=0$. It makes no pairs at any intensity. Focusing a single beam gives a nonzero $\epsilon$, but only of order $1/(kw)$ times the peak field for a waist $w$, which is small when $kw\gg1$. Two opposing beams make $\epsilon$ as large as the peak field itself.

Take $f=E_0e^{-(t-z/c)^2/\tau^2}\cos(\omega t-kz)$ and the mirror image for $g$, each multiplied by the transverse profile $e^{-r^2/w^2}$. The exponents in $fg$ add to $-2(t^2+z^2/c^2)/\tau^2-2r^2/w^2$, and

$$\cos(\omega t-kz)\cos(\omega t+kz)=1-\sin^2kz-\sin^2\omega t .$$

Taking the square root of $4fg$ gives

$$\epsilon=E_p\,e^{-\rho}\sqrt{1-\sin^2kz-\sin^2\omega t},\qquad \rho=\frac{r^2}{w^2}+\frac{t^2+z^2/c^2}{\tau^2}, \tag{2}$$

where the radicand is positive; elsewhere the rate is zero. The transverse profile is paraxial, which requires $kw\gg1$. The waist is treated as constant in $z$, which requires $c\tau$ to be well below the Rayleigh length $z_R=\pi w^2/\lambda$.

## One maximum, then all of them

Near the central maximum, expand the exponent to second order. The pulse envelope is slow compared with the oscillation and may be left out of the shape of a single spot:

$$-\frac{\pi E_c}{\epsilon}\approx-x\Big(1+\frac{r^2}{w^2}+\frac{k^2z^2+\omega^2t^2}{2}\Big).$$

The transverse integral is $\pi w^2/x$. The integrals over $z$ and over $ct$ each give $\sqrt{2\pi/x}/k$. With the prefactor $(E_p/E_c)^2=\pi^2/x^2$,

$$N_1=\frac{1}{4\pi^3ƛ^4}\,\frac{\pi^2}{x^2}\,\frac{\pi w^2}{x}\,\frac{2\pi}{k^2x}\,e^{-x}
=\frac{w^2\lambda^2}{8\piƛ^4}\,x^{-4}e^{-x}, \tag{3}$$

where $k=2\pi/\lambda$ was used in the last step.

The magnetic field plays no part at this order. With $a=kz$ and $b=\omega t$, the radicand in (2) is $\cos^2a\cos^2b-\sin^2a\sin^2b$. The magnetic term is the second one, and it starts at $a^2b^2$.

Maxima recur at $z=n\lambda/2$ and at times $t$ with $ct=j\lambda/2$. The envelope weights each by $e^{-\alpha(n^2+j^2)}$, with $\alpha=x(\lambda/2c\tau)^2$. Poisson summation gives

$$\sum_ne^{-\alpha n^2}=\sqrt{\frac{\pi}{\alpha}}\,\big(1+2e^{-\pi^2/\alpha}+\dots\big).$$

In the example $\alpha\approx1.2$, so the correction in the bracket is below $0.1\%$, although only a few maxima matter. The two sums together give the effective number of spots $\pi/\alpha=(2c\tau/\lambda)^2\pi/x$. Multiplying (3) by this number,

$$N=\frac{w^2(c\tau)^2}{2ƛ^4}\,x^{-5}e^{-x}=G\,x^{-5}e^{-x}. \tag{4}$$

The wavelength has cancelled: a shorter wave makes each spot smaller in $z$ and $t$ but makes the spots more numerous in proportion. This confirms the envelope estimate, with coefficient one.

## The first correction

For $x$ near 43 a correction of order $1/x$ can matter, since its coefficient need not be small. When there are many half-cycles, the slow variable $\rho$ and the phases $a,b$ may be averaged independently. Since $\rho$ is a sum of four squares, its weight is $\rho e^{-x\rho}d\rho$, so

$$\langle\rho\rangle=\frac2x,\qquad\langle\rho^2\rangle=\frac6{x^2}.$$

The phases are Gaussian with variance $1/x$. For $\sigma=(a^2+b^2)/2$,

$$\langle\sigma\rangle=\frac1x,\qquad\langle\sigma^2\rangle=\frac2{x^2},\qquad\langle a^4\rangle=\langle b^4\rangle=\frac3{x^2}.$$

Using $\sin^2a=a^2-a^4/3+\dots$, the inverse field to fourth order is

$$\frac{E_p}{\epsilon}=1+\rho+\sigma+\Big[\frac{\rho^2}{2}+\rho\sigma+\frac{3\sigma^2}{2}-\frac{a^4+b^4}{6}\Big].$$

The average of the bracket is $(3+2+3-1)/x^2=7/x^2$. It is multiplied by $-x$ in the exponent and contributes $-7/x$. The prefactor $(\epsilon/E_p)^2\approx1-2(\rho+\sigma)$ contributes $-6/x$. Hence

$$N=G\,x^{-5}e^{-x}\Big[1-\frac{13}{x}+O(x^{-2})\Big]. \tag{5}$$

The magnetic field enters this correction in two ways. If it is dropped from the phase factor alone, the phase part of $E_p/\epsilon$ becomes $1/(\cos a\cos b)$. Its quartic terms $5(a^4+b^4)/24+a^2b^2/4$ average to $\tfrac32x^{-2}$ instead of $2x^{-2}$, and 13 becomes 12.5. Quadrature at large $x$ gives coefficients of $12.996$ and $12.496$ for these two cases.

The second part comes from the envelopes. Away from the centre the two pulses have unequal amplitudes, so their magnetic fields do not cancel even where the phase factor is largest. There the electric field exceeds $\epsilon$ by the factor $\cosh\mu$, with $\mu=2tz/(c\tau^2)$. Since $\langle t^2\rangle=\langle z^2\rangle/c^2=\tau^2/2x$, the average of $\mu^2$ is $1/x^2$, and the exponent changes by $x\langle\mu^2\rangle/2=0.5/x$. Altogether the magnetic field lowers the yield by about $1/x$, near $2\%$ here.

The spreading of the beams enters separately. On the axis the amplitude falls as $(1+z^2/z_R^2)^{-1/2}\approx1-z^2/2z_R^2$. The slow coefficient of $z^2$ therefore changes from $1/(c\tau)^2$ to $1/(c\tau)^2+1/(2z_R^2)$, and the $z$ sum is multiplied by $[1+(c\tau)^2/2z_R^2]^{-1/2}$.

## The threshold for the example

Set $N=1$ in (4). Then $e^xx^5=G$. Taking the fifth root and dividing by 5 gives $(x/5)e^{x/5}=G^{1/5}/5$, which the Lambert function $W$, defined by $We^W=y$ for $W(y)$, inverts:

$$x=5\,W\!\big(G^{1/5}/5\big).$$

Take $\lambda=1\ \mu$m with the waist and duration given above. The result is $x=43.1$, and the logarithmic form checks it: with the unrounded root, $43.135+5\ln43.135=61.96=\ln G$. At this $x$ one spot yields $0.38$ pairs, there are effectively $2.6$ spots, and the product is one.

The integral of (1) over the full paraxial field, including beam spreading and wavefront curvature, gives $N=0.75$ at the same field. Equation (5) gives $0.70$, and the Rayleigh factor $0.986$ lowers it to $0.69$. The remaining $0.06$ comes, to within about $0.02$, from higher powers of $1/x$: the phase-averaged integral, which keeps all powers of $1/x$, agrees with the full one within the tested tolerance of $3\%$ once the Rayleigh factor is applied.

A deficit of a quarter in $N$ hardly moves the threshold. Since $\ln0.75=-0.29$ and $\ln N$ changes by $-(1+5/x)\,dx$, the required shift is $dx=-0.29/1.12=-0.26$. The full integral indeed has its threshold at $x=42.9$. There

$$\frac{E_p}{E_c}=0.0733,\qquad\frac{I_p}{I_c}=0.0054=\frac1{186},\qquad I_p=1.25\times10^{27}\ \mathrm{W/cm^2}.$$

Each beam carries $3.1\times10^{26}\ \mathrm{W/cm^2}$, a factor of 745 below $I_c$. Its intensity profile is $e^{-2r^2/w^2-2t^2/\tau^2}$, so the pulse energy is $(I_p/4)(\pi w^2/2)\,\tau\sqrt{\pi/2}$, or about $250$ kJ per pulse.

## Why two orders

The critical intensity marks the field at which the exponent is $-\pi$. One pair per pulse asks for something much weaker. At threshold $e^{-x}$ is about $10^{-19}$, yet the focus contains so many Compton four-volumes that one pair still appears. The logarithm turns $G\sim10^{27}$ into $x\approx43$ rather than $x=\pi$, a field ratio of about 14. Squaring it gives the two orders in intensity.

The same logarithm makes the statement robust. A ratio $I_p/I_c$ between $10^{-2}$ and $10^{-3}$ corresponds to $x$ between 31 and 99. By $\ln G=x+5\ln x$, this covers $G$ from about $10^{21}$ to $10^{53}$. Differentiating that relation gives

$$\frac{d\ln I_p}{d\ln G}=-\frac{2}{x+5}\quad(N=1).$$

A focus with a hundred times larger $G$ lowers the threshold intensity by only $17\%$. In the opposite limit, a single maximum, equation (3) with $N_1=1$ gives $x\approx42.3$, a threshold just $4\%$ higher than (4) gives for the whole pulse.

At fixed focus the yield is steep. From (4) and $x\propto I_p^{-1/2}$,

$$\frac{d\ln N}{d\ln I_p}=\frac{x+5}{2}\approx24 .$$

The full integral has slope $23.8$. At $0.8$ of the threshold intensity $N=0.004$; at $1.2$ it is about 65. For the decision posed at the start, the source term may be dropped at $0.8$ of threshold if single pairs are the concern, although it cannot be dropped merely because $E_p\ll E_c$.

## Comparison and limits

The three levels of the estimate compare as follows.

| Estimate | $x$ | $I_c/I_p$ |
|---|---:|---:|
| Four-volumes alone, $Ge^{-x}=1$ | 62 | 390 |
| Leading result (4) | 43.1 | 189 |
| Full paraxial integral | 42.9 | 186 |

The powers of $x$ change the threshold by a factor of two; the further corrections contained in the full paraxial integral change it by about $1\%$.

The local rate is well justified here. The formation length is $0.005$ nm, against an rms half-length of $24$ nm for a spot along the axis, and $\gamma=3.3\times10^{-5}$. If the relative correction to the exponent is of order $\gamma^2$, as the test pulse suggests, the exponent shifts by about $x\gamma^2\sim5\times10^{-8}$. The local treatment would lose accuracy for frequencies high enough to bring $x\gamma^2$ near one.

The paraxial field omits longitudinal components. Near a field maximum they are small, and in the example they change the central-spot yield by less than $0.1\%$, the nonzero $\mathbf E\cdot\mathbf B$ included. The completion to an exact solution of Maxwell's equations is not unique, however. A standing wave built from a Gaussian potential along the polarisation gives $1.3\%$ more pairs in the central spot at the same peak field, because its transverse field has the spectrum of the potential times $1-k_x^2/k^2$ and is slightly wider along $x$. One whose transverse field itself has the Gaussian spectrum agrees with the paraxial result within $0.1\%$. The difference is of order $1/(kw)^2$ and reflects how the waist is defined. For a waist near $\lambda/2\pi$ the paraxial form fails. The relation between beam power and peak field also changes in tight focus; the calculation fixes the peak field and does not include that change.

$N$ is a mean. Successive half-cycles can add coherently, so a mode is occupied with a probability of up to about $(2\pi/\alpha)\,e^{-x}$: some five times $e^{-x}$ in the example, and more for longer pulses, growing as $\tau^2$. This is still far below one, so the count is very nearly Poissonian, and at $N=1$ the chance of at least one pair is $1-e^{-1}\approx63\%$.

Finally, $N$ counts pairs created directly from the vacuum by the laser field. Electrons from residual gas, or the first pair itself, can radiate photons that create further pairs. Such cascades, and the depletion of the pulse by them, are outside this estimate. The threshold found here is therefore that of the spontaneous source, not a prediction of the total yield in an imperfect vacuum. The values used are collected in the numerical output below.

## Computed values

```
evolved / formula constant-field rate: 1.00013
local-rate error, test pulse, gamma = 0.1: 1.73 %
local-rate error, test pulse, gamma = 0.2: 6.97 %
coefficient of -1/x, full invariant: 12.996
coefficient of -1/x, electric field only: 12.496
wavelength: 1.0 um
waist: 2.0 um
envelope half-duration tau: 10.0 fs
pulse length c tau: 2.998 um
Rayleigh length: 12.57 um
Rayleigh-length factor in N: 0.9861
reduced Compton length: 386.159 fm
critical field Ec: 1.3233e+18 V/m
critical intensity Ic: 2.324e+29 W/cm^2
four-volume number G: 8.084e+26
ln G: 61.96
leading threshold x: 43.135
exp(-x) at leading threshold: 1.85e-19
leading threshold Ep/Ec: 0.07283
leading threshold Ip/Ic: 0.00530
leading threshold Ip: 1.233e+27 W/cm^2
pairs from one spot, leading formula: 0.382
effective number of spots: 2.618
full paraxial N at leading threshold: 0.749
1 - 13/x at leading threshold: 0.699
full threshold x: 42.876
full threshold Ep/Ec: 0.07327
full threshold Ip/Ic: 0.00537
Ic/Ip: 186.3
log10(Ic/Ip): 2.27
peak-field intensity Ip: 1.248e+27 W/cm^2
single-beam intensity Ip/4: 3.119e+26 W/cm^2
Ic / single-beam intensity: 745
log10(Ic / single-beam intensity): 2.87
energy of each pulse: 246 kJ
slope d ln N / d ln I, full integral: 23.80
slope (x+5)/2: 23.94
N at 0.8 of threshold intensity: 0.00374
N at 0.9 of threshold intensity: 0.0766
N at 1.1 of threshold intensity: 9.21
N at 1.2 of threshold intensity: 64.5
threshold intensity factor for 100 G: 0.832
rms half-length of a spot along z: 24.3 nm
rms half-duration of a spot: 81.1 as
rms half-width per transverse axis: 216 nm
formation length mc^2/(e Ep): 0.00527 nm
adiabaticity gamma: 3.31e-05
vector / paraxial central-spot pairs: 1.0131
```
